# Slowest carrier decay in a wafer with one recombining face

## What has to be decided

A pulse of light fills a wafer with excess carriers, and the decay of its conductance gives a time. Before that time is read as a bulk lifetime, one must decide whether it is merely the time carriers need to diffuse to a bad surface. If it is, the same measurement yields the diffusion coefficient instead. Both readings need the diffusion-limited time, with its numerical factor, for the actual condition of the two faces. Here one face is perfectly passivated and the other recombines infinitely fast.

## Model and result

The wafer fills $0<x<W$. The excess carrier density $n(x,t)\ge 0$ depends on depth and time alone. The flux towards $+x$ is $J=-D\,\partial n/\partial x$ with constant $D$. After $t=0$ there is no generation, and there is no bulk recombination. Carrier balance, $\partial n/\partial t=-\partial J/\partial x$, then gives

$$\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2}.$$

No carriers pass the passivated face, so $\partial n/\partial x=0$ at $x=0$. At the other face, a surface recombination velocity $S$ means $J(W)=S\,n(W)$. For $t>0$ the flux that diffusion can supply is finite, so $n(W)=J(W)/S\to0$ as $S\to\infty$. Infinite recombination therefore means zero density, not infinite flux.

The claim is that every non-zero starting profile with finite $\int n^2dx$ finally decays as $e^{-t/\tau}$, with

$$\tau=\frac{4W^2}{\pi^2D}.$$

## The decaying modes

Insert $n=u(x)e^{-\lambda t}$ and cancel the exponential:

$$u''=-\frac{\lambda}{D}u,\qquad u'(0)=0,\qquad u(W)=0.$$

Multiply by $u$ and integrate by parts. The boundary term $uu'$ vanishes at both faces, which leaves

$$\lambda\int_0^W u^2dx=D\int_0^W u'^2dx .$$

The right side is positive, because a constant $u$ that vanishes at $W$ is zero everywhere. Hence $\lambda>0$, and we may write $\lambda=Dk^2$. The general solution is $A\cos kx+B\sin kx$. Its slope at $x=0$ is $kB$, so $B=0$. The other face requires $\cos kW=0$, hence

$$k_m=\frac{(2m+1)\pi}{2W},\qquad \lambda_m=(2m+1)^2\frac{\pi^2D}{4W^2},\qquad m=0,1,2,\dots$$

The smallest rate, $\lambda_0$, is $1/\tau$. Its mode is a quarter of a cosine wave, flat at the good face and zero at the bad one. The next mode decays nine times faster.

## Why nothing slower survives

Let $k=\pi/(2W)$ and $\varphi=\cos kx$, which is positive inside the wafer. For any smooth $u$ with $u(W)=0$, put $u=\varphi v$. Then

$$u'^2=\varphi'^2v^2+2\varphi\varphi'vv'+\varphi^2v'^2 .$$

The product rule and $\varphi''=-k^2\varphi$ give

$$(\varphi\varphi'v^2)'=\varphi'^2v^2-k^2\varphi^2v^2+2\varphi\varphi'vv'.$$

Subtracting the second line from the first and integrating,

$$\int_0^W u'^2dx-k^2\int_0^W u^2dx=\int_0^W\varphi^2v'^2dx+\Big[\frac{\varphi'}{\varphi}u^2\Big]_0^W .$$

The bracket vanishes at $x=0$ because $\varphi'(0)=0$. Near $x=W$, $\varphi'/\varphi$ grows as $-1/(W-x)$ while $u^2$ falls as $(W-x)^2$, so it vanishes there too. Therefore $\int u'^2dx\ge k^2\int u^2dx$.

Apply this to $E(t)=\int_0^W n^2dx$. Integration by parts, again without boundary terms, gives

$$\frac{dE}{dt}=2D\int_0^W n\,\frac{\partial^2n}{\partial x^2}dx=-2D\int_0^W\Big(\frac{\partial n}{\partial x}\Big)^2dx\le-2Dk^2E=-\frac{2E}{\tau}.$$

Hence $E(t)\le E(0)e^{-2t/\tau}$.

## Why the slow mode is present in every start

Project the density on the slow mode, $a(t)=\int_0^W\varphi n\,dx$. Two integrations by parts give

$$\frac{da}{dt}=D\Big[\varphi\frac{\partial n}{\partial x}-\varphi'n\Big]_0^W+D\int_0^W\varphi''n\,dx=-Dk^2a=-\frac a\tau .$$

At $x=0$ both $\partial n/\partial x$ and $\varphi'$ vanish; at $x=W$ both $\varphi$ and $n$ vanish. So $a(t)=a(0)e^{-t/\tau}$, and $a(0)>0$ because $\varphi>0$ and $n\ge0$.

A uniform conductance probe follows the sheet density $N=\int_0^W n\,dx$. Since $\varphi\le1$, $N\ge a$. The Cauchy–Schwarz inequality gives $N\le\sqrt{WE}$. Together,

$$a(0)e^{-t/\tau}\le N(t)\le\sqrt{W E(0)}\;e^{-t/\tau}.$$

The sheet density is held between two exponentials with the same time constant, which proves the claim.

This is a statement about late times. The early decay of $N$ may be faster or slower. Integrating the diffusion equation over the wafer gives $dN/dt=D\,\partial n/\partial x$ at $x=W$. Carriers created close to the good face have not yet reached the bad one, so $N$ is at first nearly constant. Carriers created close to the bad face are lost quickly.

## Two bad faces

Reflect the solution in the plane $x=0$. The zero slope there is kept by symmetry, and the result is a wafer of thickness $2W$ with two infinitely recombining faces. Its slowest time is the same $\tau$.

For two such faces on a wafer of thickness $W$, the slowest mode is $\sin(\pi x/W)$, with rate $D\pi^2/W^2$ and time

$$\tau_{2}=\frac{W^2}{\pi^2D}=\frac{\tau}{4}.$$

At fixed $W$ and $D$, passivating one face lengthens the decay fourfold. Conversely, if a measured $\tau$ from a wafer with one good face is inserted in the two-face formula, the inferred $D$ is four times too small.

## When a fit may begin

Take a uniform start, $n(x,0)=n_0$. Extend it evenly about $x=0$ and oddly about $x=W$; the Fourier series of the extended function contains just the cosines $\cos k_mx$. They are orthogonal, with $\int_0^W\cos^2k_mx\,dx=W/2$, so the coefficients are

$$c_m=\frac{2n_0}{W}\int_0^W\cos k_mx\,dx=\frac{2n_0(-1)^m}{k_mW}.$$

Integrating each mode over the wafer gives another factor $(-1)^m/k_m$. With $N(0)=n_0W$ and $s=t/\tau$,

$$\frac{N}{N(0)}=\sum_{m=0}^\infty\frac{8}{\pi^2(2m+1)^2}e^{-(2m+1)^2s}.$$

The slow mode holds $8/\pi^2=0.81$ of the carriers at the start. Define the local decay time $\tau_{\rm loc}=N/(-dN/dt)$. Differentiation removes the factor $1/(2m+1)^2$ from each term. Keeping two modes and writing $q=e^{-8s}$,

$$\frac{\tau_{\rm loc}}{\tau}\approx\frac{1+q/9}{1+q}.$$

Setting this to 0.99 gives $q=0.01/(0.99-1/9)=0.0114$, hence $s=-\tfrac18\ln q=0.56$. The full series gives the same value to two digits. It also gives $\tau_{\rm loc}/\tau=0.68$ at $s=0.1$, 0.93 at $s=0.3$ and 0.98 at $s=0.5$. For a uniform start, a fit begun too early returns too short a time. Other starts need their own waiting time.

## Worked example: a silicon wafer

Consider lightly doped p-type silicon at 300 K, with $W=300\ \mu$m and hole density $p_0=10^{15}$ cm$^{-3}$. At low injection the excess electrons set the diffusion. For the electron mobility we choose the input $\mu_n=1350$ cm$^2$/Vs; only its rough size is meant to represent real material. The Einstein relation, with $k_BT/e=25.85$ mV, gives

$$D=\mu_n\frac{k_BT}{e}=1350\times0.02585=34.9\ \text{cm}^2/\text{s}.$$

Therefore

$$\tau=\frac{4(0.0300\ \text{cm})^2}{\pi^2\times34.9\ \text{cm}^2/\text{s}}=1.045\times10^{-5}\ \text{s}=10.45\ \mu\text{s}.$$

The rough mobility justifies about 10 µs; the further digits serve to compare small changes. The second mode decays in 1.16 µs. With two bad faces the time would be 2.61 µs. After uniform generation, the local decay time is within 1% of $\tau$ from 5.9 µs onwards.

The late decay can also be found numerically. Divide the wafer into 200 equal cells, balance the diffusive fluxes between them, and advance the densities with the matrix exponential. Three starts were followed: uniform, $e^{-x/(0.1W)}$ and $e^{-(W-x)/(0.1W)}$. The fall of $N$ between $2\tau$ and $3\tau$ gives 10.45 µs for each.

## Surfaces and bulk that are not ideal

**Finite recombination at the bad face.** The mode is still $\cos kx$, but now $-Du'(W)=Su(W)$. With $\theta=kW$ and $B=SW/D$ this reads

$$\theta\tan\theta=B .$$

For large $B$ put $\theta=\pi/2-\varepsilon$, so that $\tan\theta=\cot\varepsilon\approx1/\varepsilon$. Then $\pi/2-\varepsilon\approx B\varepsilon$, which gives $\theta\approx(\pi/2)B/(1+B)$ and

$$\tau(S)=\frac{W^2}{D\theta^2}\approx\tau\Big(1+\frac{D}{SW}\Big)^2 .$$

"Infinite" thus means $S\gg D/W$. A rough value for a bare, damaged face is $S=10^5$ cm/s. Here $B=86$, and the time rises by 2.3% to 10.70 µs. The condition is strict, since the relative rise is about $2/B$: at $S=10^4$ cm/s, where $B=8.6$, the time is already 13.0 µs, 24% above $\tau$. In the opposite limit, $B\ll1$, $\tan\theta\approx\theta$ gives $\theta^2\approx B$ and $\tau(S)\approx W/S$: the density is nearly flat, and the surface rather than diffusion sets the time.

**A leak at the good face.** Let $Du'(0)=S_0u(0)$, with the bad face ideal. Multiply $Du''=-\lambda u$ by $\varphi$ and integrate as for $a(t)$. The boundary term at $x=0$ is now $-D\varphi(0)u'(0)=-S_0u(0)$, so

$$\lambda=\frac1\tau+\frac{S_0u(0)}{\int_0^W\varphi u\,dx}\approx\frac1\tau+\frac{2S_0}{W}.$$

The last form sets $u=\varphi$, to leading order in $S_0W/D$. For $S_0=10$ cm/s the added rate is 667 s$^{-1}$, beside $1/\tau=9.57\times10^4$ s$^{-1}$. The time falls by 0.7%.

**Bulk recombination.** A loss term $-n/\tau_b$ is removed by writing $n=e^{-t/\tau_b}m$, where $m$ obeys the original equation. The rates therefore add: $1/\tau_{\rm tot}=1/\tau_b+1/\tau$. With $\tau_b=1$ ms the time falls by 1.0%. A decay near 10 µs in this wafer therefore says little about a millisecond bulk lifetime.

With these three effects together, the lowest eigenvalue of the cell balance (400 cells) gives 10.51 µs, 0.6% above the ideal value. The effects have opposite signs and largely cancel for these inputs; other inputs need not do so.

## Injection level and temperature

Electrons and holes must move together to keep the wafer neutral. Let $g$ be their common density gradient, $n$ and $p$ their total densities, and $F$ the electric field divided by $k_BT/e$. The particle fluxes are

$$J_n=-D_n(g+nF),\qquad J_p=-D_p(g-pF).$$

Zero net current requires $J_n=J_p$, hence $F=-(D_n-D_p)g/(nD_n+pD_p)$. Inserting this in $J_n=-D_ag$,

$$D_a=\frac{D_nD_p(n+p)}{nD_n+pD_p}=\frac{n+p}{n/D_p+p/D_n}.$$

For $n\ll p$ this becomes $D_n$, the value used above. With a rough hole mobility of 450 cm$^2$/Vs, $D_p=11.6$ cm$^2$/s. A starting excess of $0.01p_0$ lowers $D_a$ by 1.9%, and the shift fades as the carriers decay.

For $n=p$, $D_a=2D_nD_p/(D_n+D_p)=17.5$ cm$^2$/s, and the formula would give 20.9 µs. This is a limiting estimate: the density is zero at the bad face, so high injection cannot hold throughout the wafer. The diffusion equation is then nonlinear, and the decay returns to the low-injection time at the end.

Temperature acts through $D=\mu_nk_BT/e$. If $\mu_n\propto T^{-2.3}$, a rough law for lattice scattering in silicon, then $D\propto T^{-1.3}$ and $\tau\propto T^{1.3}$ at fixed $W$. At 350 K the time is 12.8 µs, 22% longer. The figure depends on the rough exponent: values from $-2.0$ to $-2.4$ give 17% to 24%.

## How the model compares with a real wafer

The thickness, doping and mobilities lie in the ordinary range for silicon wafers. The surface velocities and the bulk lifetime are rough values for a damaged face, a well-passivated face and good material. Real wafers break each idealization. For the present numbers, the surfaces and the bulk each move the time by about 2% or less, whereas heating by 50 K moves it by roughly 20% and strong injection could nearly double it. Reading the electron coefficient $D=4W^2/(\pi^2\tau)$ from a decay therefore requires low injection, $S\gg D/W$ at one face, $S_0\ll D/W$ at the other, $\tau_b\gg\tau$, and a fit that begins only after the faster modes have died out. These conditions are necessary, not sufficient: the model has no carrier traps and no surface space-charge layer, and in real wafers either can add a slow conductance tail at low injection that is unrelated to $D$. The value found holds for the temperature of the wafer during the decay, so that temperature must be steady and should be reported with it. Thickness enters squared, so a small relative error in $W$ appears doubled in $D$.

Numbers in the example were calculated in double precision.
